# Scaling theory of localization for non-interacting electrons in disordered conductors, part 2

The problem is whether the conductance $G$ of a finite disordered cell, a hypercube of side $L$ in $d$ dimensions, yields a conductivity $\sigma$ or belongs to that cell alone. The electrons are non-interacting and at zero temperature. Hartree atomic units are used, $e=\hbar=m=1$, and $g=2\pi G$ is the typical conductance per spin in units of $e^2/h$: the mean for $g\gg1$, $\exp\langle\ln g\rangle$ for $g\ll1$. Contact resistance is neglected. A metal has finite, nonzero $\sigma=\lim_{L\to\infty}G\,L^{2-d}$. The orthogonal class has a real, spin-independent Hamiltonian with no further symmetry.

In the localized regime $\ln g\simeq-L/\xi$, so

$$\beta=L\frac{d}{dL}\left(-\frac{L}{\xi}\right)=-\frac{L}{\xi}\simeq\ln g .\tag{2}$$

With Fermi wave vector $k_F$, Fermi velocity $v_F$, mean free path $l=v_F\tau$, $D=v_F^2\tau/d$, density of states $\nu_0$ per spin and volume, and sample volume $\Omega$, interference of paths with their reverses gives

$$\delta\sigma=-\frac{1}{2\pi}\,\frac{v_F^2}{d}\,4\pi\nu_0\tau^3\,\frac{1}{2\pi\nu_0\tau^2D}\,\frac1\Omega\sum_{\mathbf Q}\frac{1}{Q^2}=-\frac{1}{\pi\Omega}\sum_{\mathbf Q}\frac1{Q^2},\tag{4}$$

where $\mathbf Q$ is the sum of the incoming and outgoing momenta. Equivalently $\delta g=-S$. In two dimensions $S=(1/\pi)\ln n_{\max}+c$, with cutoff $n_{\max}\sim L/\pi l$ and a constant $c$; for a many-channel wire $S=1/3$. With $\epsilon=d-2$,

$$\beta=\epsilon-\frac{a}{g}+O(g^{-2}),\qquad a=a_d-\epsilon c=\frac1\pi+O(\epsilon),\tag{6}$$

where $a_d$ is the coefficient of the logarithm in $S$ continued to $d$ dimensions, $a_2=1/\pi$. A magnetic field removes the $1/g$ term (unitary class); spin-orbit scattering changes the correction to $+S/2$ per spin (symplectic class).

These signs were tested on $L\times L$ networks of chaotic cavities joined by $N=6$ channels per link, where $\delta g$ is the deviation from the classical conductance and $S$ is a lattice sum. For the orthogonal class at $L=4$, $\delta g=-0.610$ with standard error $0.024$. In the printed check, $W$ is the width of the site energies in units of the hopping, and the Cooperon kernel `K` is the factor $\Pi=1-\tau DQ^2+\dots$ for propagation between successive scatterers.

## The flow and the critical exponents

The following is taken from the first part. The typical conductance per spin of a cube of side $L$, in units of $e^2/h$, is $g$; the mean free path is $l$; $\epsilon=d-2$; and $\beta=d\ln g/d\ln L$. The assumptions are that $\beta$ depends on $g$ alone (A1), that it is smooth and increasing (A2), and that the system is in the orthogonal class (A3). The limits are $\beta\simeq\ln g$ at small $g$, where $\ln g\simeq-L/\xi$ defines $\xi$, and $\beta=\epsilon-a/g$ at large $g$, with $a=1/\pi+O(\epsilon)>0$. In two dimensions the Drude value is $k_Fl/2$. Let $t=\ln(L/l)$, and let the flow start from $g=g_0$ at $t=0$. This start is an extrapolation of the diffusive law from $L\gg l$ down to $L=l$; a real sample of side $l$ is partly ballistic and does not have the conductance $g_0$.

A function joining the two limits can be built from a case that is soluble at all $g$, a single-channel chain with random phases. Put two scatterers in series, with transmission amplitudes $t_1,t_2$ and reflection amplitudes $r_1',r_2$ on their facing sides. Summing the multiple reflections as a geometric series gives $t_{12}=t_1t_2/(1-r_1'r_2)$. With $T=|t|^2$, $R=1-T$ and $r_1'r_2=\rho e^{i\theta}$, $\rho=\sqrt{R_1R_2}<1$,

$$\ln T_{12}=\ln T_1+\ln T_2-\ln|1-\rho e^{i\theta}|^2,\qquad \ln|1-\rho e^{i\theta}|^2=-\sum_{n\ge1}\frac{2\rho^n}{n}\cos n\theta .$$

If $\theta$ is uniformly distributed, every cosine averages to zero and $x=-\langle\ln T\rangle$ is additive, so $x\propto L$. The two-terminal resistance of one channel is $1/T$ in units of $h/e^2$, of which $1$ remains for a perfect chain and belongs to the contacts. The chain itself has $1/g=1/T-1$. In one channel $1/g$ fluctuates by about as much as its mean even when $g\gg1$, so the kind of average matters. Defining the typical $g$ through the typical $T=e^{-x}$ gives $x=\ln(1+1/g)$. Differentiating with respect to $t$, the left side is $x$, and the right side is $-[g(1+g)]^{-1}dg/dt=-\beta/(1+g)$. Therefore

$$\beta_1(g)=-(1+g)\ln(1+1/g).\tag{7}$$

The uniform phase is an assumption. Two of its consequences, the additivity of $x$ and the slope $-\langle\ln T_1\rangle$ per site, were tested on a tight-binding chain with unit hopping, $E=2\cos k=0.5$, and site energies uniform in $[-W/2,W/2]$ with $W=1$. For one impurity $\varepsilon$ at site $0$, take $\psi_n=e^{ikn}+re^{-ikn}$ for $n\le0$ and $\psi_n=t_1e^{ikn}$ for $n\ge0$, so that $r=t_1-1$. The equation $(E-\varepsilon)\psi_0=\psi_1+\psi_{-1}$ reads $t_1(2\cos k-\varepsilon-2e^{ik})=e^{-ik}-e^{ik}$, which gives $T_1=[1+\varepsilon^2/4\sin^2k]^{-1}$. Its average is $-\langle\ln T_1\rangle=0.02179$. The exact chains give $x=0.553,\,1.116,\,2.219,\,4.442,\,8.930$ at $L=25,\,50,\,100,\,200,\,400$. Each doubling of $L$ doubles $x$ within the tested margin of $0.06$ in the ratio, from $x<1$ into the localized regime. All five values lie about two percent above $L\times0.02179$, inside the tested five percent. The composition formula above is exact, so apart from sampling error an excess can only come from phases $\theta$ that are not uniform and independent of $\rho$. At these lengths it changes the slope and leaves $x\propto L$ intact within the tested margin.

To reach $d$ dimensions, enlarge a cube by the factor $1+\delta t$ in two moves: lengthen it along the current according to (7), then widen it in the other $d-1$ directions by adding conductors in parallel, which multiplies $g$ by $(1+\delta t)^{d-1}$. The sum of the two changes of $\ln g$ gives $d-1+\beta_1$. The unit of conductance in (7) is left free by writing $y=g/g_1$, which yields model A,

$$\beta_A=d-1-(1+y)\ln(1+1/y).\tag{8}$$

For small $y$, $\beta_A=\ln y+d-1+O(y\ln y)$, as the localized limit requires. For large $y$ put $u=1/y$ and multiply the series: $(1+1/u)(u-u^2/2+u^3/3-\dots)=1+u/2-u^2/6+\dots$. Hence

$$\beta_A=\epsilon-\frac{g_1}{2g}+\frac{g_1^2}{6g^2}-\dots,$$

and the choice $g_1=2a=2/\pi=0.6366$ matches the computed coefficient. The derivative is $d\beta_A/dy=1/y-\ln(1+1/y)$, positive because $\ln(1+u)<u$, so (A2) holds. For $d\ne1$ model A is an interpolation: the parallel step ignores interference between neighbouring chains and adds typical values as if they did not fluctuate. Even for $d=1$ its large-$g$ coefficient, $1/2$ in (7), refers to one channel and to the typical value chosen there (averaging $1/g$ instead would give $1$), and differs from the $1/3$ of the many-channel wire. To see what depends on the interpolation, a second one is useful, model B,

$$\beta_B=\epsilon-\ln(1+a/g)=\epsilon-\frac ag+\frac{a^2}{2g^2}-\dots,\tag{9}$$

which also increases with $g$ and tends to $\ln g$ at small $g$.

By (A1) the flow equation separates:

$$t=\int_{\ln g_0}^{\ln g}\frac{d\ln g'}{\beta(g')}.\tag{10}$$

Take $d\le2$. An increasing function stays below its limit, so $\beta(g)<\beta(\infty)=d-2\le0$ for all finite $g$, and $g$ decreases. For $g'\le g_0$, $|\beta(g')|\ge|\beta(g_0)|>0$, and (10) gives the bound $t\le\ln(g_0/g)/|\beta(g_0)|$. Any value of $g$, however small, is reached at a finite size. From then on $\beta\simeq\ln g$, so $d\ln|\ln g|/dt\to1$, in accord with the localized law $\ln g\simeq-L/\xi$ from which (2) was derived, and $GL^{2-d}\to0$. There is no metal for $d\le2$, for any finite starting conductance. The logical weight should be placed correctly. What the argument needs is that $\beta$ has no zero. At large and small $g$ this is computed: for $d=2$ it follows from $a>0$; with $a<0$, $\beta$ would approach zero from above and (A2) would be false. At $g$ of order one it is assumed through (A2).

The size of $\xi$ follows from the part of (10) where the flow is slow. For $d<2$ and large $g_0$, $\beta\approx-(2-d)$ over most of the range, the integral down to $g\sim1$ is $\ln g_0/(2-d)$, and $\xi\sim l\,g_0^{1/(2-d)}$. Integration of model A between $g_0=10^5$ and $10^6$ gives exponents $1.0000$ for $d=1$ and $2.0000$ for $d=1.5$. Model A takes a compact form in the variable $x=\ln(1+1/y)$. As above $dx/dt=-\beta/(1+y)$, and $e^{-x}=y/(1+y)$ implies $1/(1+y)=1-e^{-x}$, so

$$\frac{dx}{dt}=x-(d-1)\left(1-e^{-x}\right).\tag{11}$$

For $d=1$ this gives $x=x_0L/l$ and $g=g_1/(e^{x_0L/l}-1)$, which is Ohm's law $g\propto1/L$ for $x\ll1$ and exponential decay with $\xi=l/x_0\approx l\,g_0/g_1$ for $x\gg1$.

For $d=2$ and large $g$, $dg/dt=g\beta=-a$, so

$$g(L)=g_0-\frac1\pi\ln\frac Ll .\tag{12}$$

This holds while $g\gg a$. Extrapolating to $g=0$ gives the leading estimate

$$\ln\frac{\xi}{l}\simeq\frac{g_0}{a}=\frac{\pi k_Fl}{2}.\tag{13}$$

The exponent is fixed by $a$. The prefactor is not, for three reasons: the unknown constant in $S$ shifts $g_0$, the region $g\sim a$ adds a constant to $t$, and a $g^{-2}$ term in $\beta$, if its coefficient is not zero, adds a logarithm. Model A shows the last two explicitly. For $d=2$ the right side of (11) is $f(x)=x-1+e^{-x}=\frac{x^2}{2}(1-\frac x3+\frac{x^2}{12}-\dots)$. Inverting the bracket, $1+\frac x3+(\frac19-\frac1{12})x^2$, gives $1/f=2/x^2+2/3x+1/18+\dots$, and integration from $x_0$ upward gives $\ln(\xi/l)=2/x_0-\frac23\ln x_0-x_0/18+\text{const}$. From $x=u-u^2/2+u^3/3$ one finds $1/x=y+\frac12-\frac1{12y}$ and $-\ln x=\ln y+\frac1{2y}$. The $1/y$ terms add to $-\frac16+\frac13-\frac1{18}=\frac19$, and $2y_0=g_0/a$, so in this model

$$\ln\frac\xi l=\frac{g_0}{a}+\frac23\ln g_0+C+\frac{g_1}{9g_0}+\dots\tag{14}$$

Between $g_0=20$ and $40$ the first two terms predict a change $20\pi+\frac23\ln2=63.2940$, and numerical integration gives $63.2922$, within the tested $0.01$. The difference $-0.0018$ equals the last term, $(0.6366/9)(1/40-1/20)$.

Take now $d=2+\epsilon$ with small $\epsilon>0$. Since $\beta$ is negative at small $g$, tends to $\epsilon>0$ and increases, it has exactly one zero $g_c$. From (6), $g_c\simeq a/\epsilon$, which is large for small $\epsilon$. This is the reason for expanding about two dimensions: the fixed point lies where the $1/g$ expansion is controlled. At this order the flow is linear, $dg/dt=\epsilon g-a=\epsilon(g-g_c)$, with the solution

$$g(L)=g_c+(g_0-g_c)\left(\frac Ll\right)^{\epsilon}.\tag{15}$$

For $g_0>g_c$ the second term dominates at large $L$ and Ohm's law holds with $2\pi\sigma=(g_0-g_c)\,l^{-\epsilon}$. For $g_0<g_c$, $g$ leaves the neighbourhood of $g_c$ when $(g_c-g_0)(L/l)^\epsilon\sim g_c$ and flows on to the localized regime. The fixed point is unstable and separates metal from insulator. At $g_0=g_c$ the conductance is independent of size, so $\sigma\propto L^{-\epsilon}\to0$: the conductivity vanishes continuously at the transition.

The exponents follow from any smooth $\beta$. Let $w=\ln(g/g_c)$, and expand $\beta=w/\nu+O(w^2)$, which defines

$$\frac1\nu=\left.\frac{d\beta}{d\ln g}\right|_{g_c}=g_c\beta'(g_c).\tag{16}$$

Fix a small $w_1$ of the same sign as $w_0$ with $|w_0|\ll|w_1|$. In (10), $1/\beta=\nu/w$ plus a part regular at $w=0$, so the flow reaches $w_1$ at $t_1=\nu\ln(w_1/w_0)+\text{const}$. Beyond that point the trajectory is the same for all $w_0$ of that sign, merely shifted in $t$. Hence $g=F_\pm(L/\xi)$ with $\xi\propto le^{t_1}$, or

$$\xi\propto l\,|g_0-g_c|^{-\nu},$$

with one function $F_-$ for the insulator and another $F_+$ for the metal. In the insulator $\ln F_-(z)\simeq-z$ fixes the constant so that $\xi$ is the decay length defined earlier. In the metal $\xi$ is the scale beyond which Ohm's law sets in, $F_+(z)\propto z^{\epsilon}$, so $\sigma\propto\xi^{-\epsilon}\propto(g_0-g_c)^s$ with

$$s=(d-2)\,\nu .\tag{17}$$

If $g_0$ is a smooth function of the Fermi energy or the disorder strength with nonzero slope at the transition, the same exponents apply in that variable.

Inserting (6) in (16), $g\beta'=a/g$, which equals $\epsilon$ at $g_c$. Thus

$$\nu=\frac1\epsilon,\qquad s=1\qquad\text{at leading order in }\epsilon,\tag{18}$$

in agreement with the linear law read from (15). The coefficient $a$ has cancelled, including its uncertain $O(\epsilon)$ part. Only its sign, which makes the fixed point exist at large $g$, and the power $1/g$ matter. The next order depends on the next term. With $\beta=\epsilon-a/g+b/g^2$ the fixed point obeys $a/g_c=\epsilon+b/g_c^2$, and inserting $g_c\approx a/\epsilon$ in the small term gives $a/g_c=\epsilon+b\epsilon^2/a^2$. Then

$$\frac1\nu=\frac a{g_c}-\frac{2b}{g_c^2}=\epsilon-\frac{b}{a^2}\epsilon^2+\dots,\qquad \nu=\frac1\epsilon+\frac b{a^2}+O(\epsilon),\qquad g_c=\frac a\epsilon\left(1-\frac{b}{a^2}\epsilon+\dots\right).$$

Model A has $b/a^2=(g_1^2/6)/(g_1^2/4)=2/3$ and model B has $1/2$. These values are properties of the interpolations. The physical $b$ requires a calculation at second order in $1/g$, which the two limits do not supply, and the result established here is $\nu=1/\epsilon+O(1)$.

Both models have closed forms for $\nu$. If $x(w)$ is any smooth change of variable, the deviations are proportional near the fixed point, $\delta x=x'(0)\,w$, and grow at the same rate, so $1/\nu$ can be read from (11): $1/\nu_A=1-(1+\epsilon)e^{-x_*}$ with $e^{-x_*}=g_c/(g_c+g_1)$. For model B, $\beta=0$ gives $1+a/g_c=e^\epsilon$, and $g\beta'=(a/g)/(1+a/g)$ gives $1/\nu_B=1-e^{-\epsilon}$. At $\epsilon=0.1$, for instance, model A has $g_c=2.9778$ and $\nu_A=[1-1.1\times2.9778/(2.9778+0.6366)]^{-1}=10.67$. These formulas were tested against direct integration of the full nonlinear flow, started at $|w_0|=10^{-5}$ and $10^{-6}$, run into the deep insulator to extract $\xi$ and into the Ohmic regime to extract $\sigma$. The measured $\nu$ and $s$ agree with the formulas and with (17) within a relative $10^{-3}$.

| $\epsilon$ | $a/\epsilon$ | $g_c$ (A, B) | $\nu-1/\epsilon$ (A, B) | $s$ (A, B) |
|---|---|---|---|---|
| 1 | 0.318 | 0.162, 0.185 | 0.685, 0.582 | 1.68, 1.58 |
| 0.2 | 1.592 | 1.393, 1.438 | 0.668, 0.517 | 1.13, 1.10 |
| 0.1 | 3.183 | 2.978, 3.027 | 0.667, 0.508 | 1.07, 1.05 |
| 0.05 | 6.366 | 6.158, 6.208 | 0.667, 0.504 | 1.03, 1.03 |

Here $a=1/\pi$ is held fixed for all $\epsilon$. As $\epsilon$ decreases, $\nu-1/\epsilon$ settles at $2/3$ and $1/2$, $s$ approaches $1$, and $g_c$ approaches $a/\epsilon$ from below in relative terms, as the positive $b$ requires. At $\epsilon=1$ the fixed point of both models lies at $g_c<a$, outside the range of the expansion, and (18) has no controlled accuracy. It gives $\nu=1$, whereas simulations of the three-dimensional Anderson model give roughly $1.6$. The model values $1.68$ and $1.58$ are near this number, but nothing in their construction ties them to three-dimensional physics, and the closeness should be treated as accidental.

When (A3) is dropped the conclusions change. In the symplectic class at $d=2$, $\beta=+a/2g>0$ at large $g$ while $\beta\simeq\ln g<0$ at small $g$. Continuity forces a zero, and above the largest zero $g$ grows as $(1/2\pi)\ln L$. A conducting phase exists in two dimensions, with a conductance that rises slowly instead of saturating, and (A2) fails because $\beta$ approaches zero from above. In the unitary class the $1/g$ term is absent. If the leading term is $-c_n/g^n$ with $c_n>0$, then $g\beta'=nc_n/g^n=n\epsilon$ at the fixed point and $\nu=1/n\epsilon$. The sign and size of the unitary $1/g^2$ term are not derived here, so $\nu=1/2\epsilon$ for that class is conditional on them. Integration of $\beta=\epsilon-1/g^2$ at $\epsilon=0.1$ gives $\nu=5.0000$, as the formula requires. Interactions between electrons introduce further couplings and lie outside (A1). At finite temperature the interference behind (4) survives only for loops smaller than the phase-coherence length $L_\varphi$, so the flow stops at $L\sim L_\varphi$ and larger samples add classically. This picture requires $L_\varphi\ll\xi$; in the opposite case conduction proceeds by hopping between localized states. In a real film the interaction between electrons adds a temperature-dependent logarithmic correction of the same order as (12), so a measured conductance cannot be read from (12) alone.

As an example take a model two-dimensional gas with round parameters, $m=1$ and $k_F=0.5$ bohr$^{-1}$, so $E_F=k_F^2/2=0.125$ Ha. The electrons are taken as non-interacting. At this density the radius of the area per electron is $\sqrt2/k_F=2.8$ bohr and the Coulomb energy at that distance exceeds $E_F$, so the numbers illustrate the theory and are not predictions for a real film. With $l=20$ bohr, $\tau=l/k_F=40$ a.u., $D=k_Fl/2=5$ a.u. and $g_0=5$. Two spin directions conduct in parallel, so the Drude sheet resistance is $25812.8/(2\times5)=2581\ \Omega$. At $L=1000$ bohr, $t=\ln50=3.912$, and (12) gives $g=5-0.3183\times3.912=3.755$. Model A gives $3.811$, a smaller drop because its positive $b$ adds $+b/g$ to $dg/dt$. The conductance has fallen by about a quarter relative to $g_0$ and is still large compared with $a$, so (12) applies. Equation (13) gives $\ln(\xi/l)=5\pi=15.708$ and $\xi=20\,e^{15.708}=1.3\times10^8$ bohr, about $7\times10^3\ \mu$m. Model A gives $\ln(\xi/l)=17.610$ and $\xi=8.9\times10^8$ bohr, about $5\times10^4\ \mu$m. With $l=8$ bohr, $\tau=16$ a.u., $D=2$ a.u., $g_0=2$, and the sheet resistance is $25812.8/(2\times2)=6453\ \Omega$. At $1000$ bohr, $t=\ln125=4.828$ and (12) gives $g=2-0.3183\times4.828=0.463$. This is comparable with $a$, so the first-order formula is at the end of its range, and model A differs visibly with $0.676$. The values of $g$ from (12) also omit the constant in $S$, which depends on the cutoff: doubling $n_{\max}$ alone lowers $g$ by $(\ln2)/\pi=0.22$, a minor change for the first film but about half of the value found for the second. The lengths are $\ln(\xi/l)=2\pi=6.283$, $\xi=4.3\times10^3$ bohr or $0.2\ \mu$m from (13), and $\ln(\xi/l)=7.594$, $\xi=1.6\times10^4$ bohr or $0.8\ \mu$m from model A. At $k_Fl=4$ the expansion in $1/k_Fl$ behind $g_0$ is itself only marginal.

The two estimates of $\ln(\xi/l)$ differ by $17.610-15.708=1.90$ in the first case and by $7.594-6.283=1.31$ in the second. Equation (14) accounts for the change of $0.59$ between them through $\frac23\ln(5/2)+(0.6366/9)(1/5-1/2)$. The two estimates of $\xi$ therefore differ by a factor of several, and the unknown constant in $S$, which neither includes, multiplies both by a further undetermined factor, while the exponential dependence on $g_0$, which moves it by more than four orders of magnitude when the sheet resistance changes by a factor $2.5$, is common to both. For the cleaner film a cell of $1000$ bohr, or a coherence length of that size, is far below $\xi$: the conductance, averaged over disorder and with the contact resistance subtracted, can be reported with the length at which it was obtained. Equation (12) then gives a leading-order estimate of its change with length, provided the error left by the contact subtraction is small compared with that change. A single cell is not enough. In the orthogonal networks of the first part the standard error $0.024$ from $300$ samples at $L=4$ means a spread of about $0.4$ in $g$ between samples, whereas (12) lowers $g$ by only $0.22$ when $L$ doubles. For the dirtier film the same cell is within about an order of magnitude of $\xi$, no conductivity can be extracted from it, and the quantity to compute is $\langle\ln g\rangle$ as a function of $L$. The numerical check printed below produces the computed values quoted; the differences and fractions formed from them or from the formulas are plain arithmetic.

## Calculated quantities

```
Kubo quadrature, kF*l = 10: g = 5.0005, kF*l/2 = 5.0000 e^2/h
vertex integral / formula = 1.00011
Cooperon kernel, kF*l = 100, Q*l = 0.05: (1-K)/(tau D Q^2) = 1.0013
S(wire) = 0.33333; 2D dS/dlnL = 0.3186, 1/pi = 0.3183
cavity networks, N = 6 channels per link, g in e^2/h
 L = 1: classical g = 3.000, S = 0.250, samples = 2000
  orthogonal: delta g = -0.237 +- 0.008
  unitary: delta g = +0.008 +- 0.006
  symplectic: delta g = +0.272 +- 0.008
 L = 2: classical g = 4.000, S = 0.415, samples = 600
  orthogonal: delta g = -0.400 +- 0.015
  unitary: delta g = +0.001 +- 0.012
  symplectic: delta g = +0.450 +- 0.016
 L = 4: classical g = 4.800, S = 0.639, samples = 300
  orthogonal: delta g = -0.610 +- 0.024
  unitary: delta g = -0.024 +- 0.017
  symplectic: delta g = +0.655 +- 0.025
1D chain E = 0.5, W = 1.0: single-site -<ln T> = 0.02179
 -<ln T> at L=25,50,100,200,400: 0.553 1.116 2.219 4.442 8.930
2D W = 30: <ln g> at L=6,12,18: -12.86 -25.33 -37.35
 ratio of increments = 0.963 (power law: 0.585)
d = 1.0: dln xi/dln g0 = 1.0000, 1/(2-d) = 1.0000
d = 1.5: dln xi/dln g0 = 2.0000, 1/(2-d) = 2.0000
d = 2, A: ln xi(g0=40) - ln xi(g0=20) = 63.2922, predicted 63.2940
model eps g_c[e^2/h] a/eps nu(flow) nu(formula) nu-1/eps s(flow)
A 1.00 0.1623 0.3183 1.6846 1.6846 0.6846 1.6846
A 0.20 1.3928 1.5915 5.6677 5.6677 0.6677 1.1335
A 0.10 2.9778 3.1831 10.6669 10.6669 0.6669 1.0667
A 0.05 6.1575 6.3662 20.6667 20.6667 0.6667 1.0333
B 1.00 0.1852 0.3183 1.5820 1.5820 0.5820 1.5820
B 0.20 1.4377 1.5915 5.5166 5.5167 0.5166 1.1033
B 0.10 3.0266 3.1831 10.5083 10.5083 0.5083 1.0508
B 0.05 6.2084 6.3662 20.5041 20.5042 0.5041 1.0252
beta = eps - 1/g^2, eps = 0.1: nu(flow) = 5.0000, 1/(2 eps) = 5.0000
example: m = 1, kF = 0.5 1/bohr, EF = 0.1250 Ha, g1 = 0.6366, h/e^2 = 25812.8 ohm
 l = 20 bohr: tau = 40.0 a.u., D = 5.00 a.u., g0 = 5.00 e^2/h
  sheet resistance (two spins) = 2581 ohm
  L = 1000 bohr: ln(L/l) = 3.912, g one-loop = 3.755, g A = 3.811
  one-loop: ln(xi/l) = 15.708, xi = 1.327e+08 bohr = 7023 um
  model A: ln(xi/l) = 17.610, xi = 8.892e+08 bohr = 4.705e+04 um
 l = 8 bohr: tau = 16.0 a.u., D = 2.00 a.u., g0 = 2.00 e^2/h
  sheet resistance (two spins) = 6453 ohm
  L = 1000 bohr: ln(L/l) = 4.828, g one-loop = 0.463, g A = 0.676
  one-loop: ln(xi/l) = 6.283, xi = 4.284e+03 bohr = 0.2267 um
  model A: ln(xi/l) = 7.594, xi = 1.589e+04 bohr = 0.8406 um
```
